# Stochastic Defects in Metal-Oxide Resists Without Acid Diffusion: test program

```python
# RESULT UNDER TEST: a resist without acid diffusion still has random defects.
# Absorbed photons N are Poisson (mean mu); each gives a random number G of
# ionisations (mean g, variance s2). An event makes a link with probability
# eta*R/n, where R of the n clusters in the cell are reactive (fraction phi).
# X = links in the cell, W = clusters without any link. Links are placed at
# random on neighbour pairs of a periodic cubic lattice. Defect: W > n/2.
# Blur sigma lowers local noise but also lowers image contrast.
import random
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import gammaln
from scipy.stats import binom, norm, poisson

rng = np.random.default_rng(12345)
random.seed(54321)

# Model parameters; lengths in nm unless the name says otherwise
wavelength_m = 13.5e-9
dose = 300.0                  # J/m^2
alpha = 0.020                 # 1/nm
shape = (3, 3, 20)            # clusters, spacing 1 nm
width, thickness = 3.0, 20.0
eta, phi = 0.4, 0.8
electron_energy, threshold, heat_loss, p_ionise = 80, 10, 5, 0.5  # eV, eV, eV, -
sigma_e, sigma_d, sigma_large = 2.0, 5.0, 12.0
pitch, contrast = 32.0, 0.8

photon_energy = const.h * const.c / wavelength_m
absorbed = 1 - np.exp(-alpha * thickness)
rho = dose / photon_energy * 1e-18 * absorbed     # photons per nm^2
mu = rho * width**2
n = int(np.prod(shape))


# Cascade: exact distribution by recursion in energy
def cascade_distribution(energy):
    size = energy // threshold + 2
    table = []
    for e in range(energy + 1):
        row = np.zeros(size)
        if e < threshold:
            row[0] = 1.0
        else:
            rest = e - threshold
            split = np.zeros(size)
            for j in range(rest + 1):
                split += np.convolve(table[j], table[rest - j])[:size]
            row[1:] = p_ionise * split[:-1] / (rest + 1)
            row += (1 - p_ionise) * table[e - heat_loss]
        table.append(row)
    return np.concatenate(([0.0], table[energy]))  # adds the photoionisation


def simulate_cascade():
    count, stack = 1, [electron_energy]
    while stack:
        e = stack.pop()
        if e < threshold:
            continue
        if random.random() < p_ionise:
            count += 1
            rest = e - threshold
            part = int(random.random() * (rest + 1))
            stack.extend((part, rest - part))
        else:
            stack.append(e - heat_loss)
    return count


def moments(pmf):
    k = np.arange(len(pmf))
    mean = np.sum(k * pmf)
    return mean, np.sum((k - mean)**2 * pmf)


yield_pmf = cascade_distribution(electron_energy)
assert abs(yield_pmf.sum() - 1) < 1e-12
g, s2 = moments(yield_pmf)
pool = np.array([simulate_cascade() for _ in range(40000)])
assert abs(pool.mean() / g - 1) < 0.006
assert abs(pool.var() / s2 - 1) < 0.05


# Links: exact distribution by inversion of the generating function
def link_distribution(mean_photons, pmf, eta_value, phi_value, length=2048):
    z = np.exp(-2j * np.pi * np.arange(length) / length)
    reactive = np.arange(n + 1)
    weights = binom.pmf(reactive, n, phi_value)
    transform = np.zeros(length, complex)
    for r, weight in zip(reactive, weights):
        if weight > 1e-18:
            success = eta_value * r / n
            inner = np.polyval(pmf[::-1], 1 - success + success * z)
            transform += weight * np.exp(mean_photons * (inner - 1))
    return np.maximum(np.fft.ifft(transform).real, 0)


def variance_terms(mean_photons, mean_g, var_g, eta_value, phi_value):
    q = eta_value * phi_value
    v = eta_value**2 * phi_value * (1 - phi_value) / n
    m = mean_photons
    return np.array([m * mean_g**2 * q**2, m * var_g * q**2,
                     m * mean_g * q * (1 - q),
                     v * (m**2 * mean_g**2 + m * (mean_g**2 + var_g)
                          - m * mean_g)])


fixed_yield = np.zeros(6)
fixed_yield[5] = 1.0
for pmf, e_val, p_val in [(fixed_yield, 1, 1), (yield_pmf, 1, 1),
                          (yield_pmf, eta, 1), (yield_pmf, eta, phi)]:
    mg, vg = moments(pmf)
    mean_x, var_x = moments(link_distribution(mu, pmf, e_val, p_val))
    assert abs(mean_x / (mu * mg * e_val * p_val) - 1) < 1e-8
    assert abs(var_x / variance_terms(mu, mg, vg, e_val, p_val).sum() - 1) < 1e-7
terms = variance_terms(mu, g, s2, eta, phi)
q = eta * phi
link_pmf = link_distribution(mu, yield_pmf, eta, phi)
mean_links, var_links = moments(link_pmf)

# Electron sharing: siblings rarely land in the same cell
shared_pmf = link_distribution(100 * mu, yield_pmf, q / 100, 1.0)
shared_mean, shared_var = moments(shared_pmf)
assert abs(shared_mean / mean_links - 1) < 1e-7
assert 1.0 < shared_var / shared_mean < 1.03

# Random network at fixed link number
sites = np.arange(n).reshape(shape)
bonds = np.concatenate([np.stack((sites.ravel(),
                                  np.roll(sites, -1, axis).ravel()), axis=1)
                        for axis in range(3)])
B = len(bonds)
link_numbers = np.arange(B - 12 + 1)


def empty_probability(j):
    m = link_numbers
    return np.exp(gammaln(B - j + 1) - gammaln(B - j - m + 1)
                  - gammaln(B + 1) + gammaln(B - m + 1))


H = n * empty_probability(6)
V = H + 6 * n * empty_probability(11) + n * (n - 7) * empty_probability(12) - H**2
V = np.maximum(V, 1e-9)       # removes rounding below zero
fail_given_links = norm.sf((n / 2 + 0.5 - H) / np.sqrt(V))
critical = int(np.max(link_numbers[H > n / 2]))


def count_unlinked(links):
    touched = np.zeros(n, bool)
    touched[bonds[rng.permutation(B)[:links]]] = True
    return n - int(touched.sum())


fixed_w = np.array([count_unlinked(critical) for _ in range(15000)])
fixed_fail = np.mean(fixed_w > n / 2)
assert abs(fixed_w.mean() - H[critical]) < 0.2
assert abs(fixed_w.var() / V[critical] - 1) < 0.07
assert abs(fixed_fail - fail_given_links[critical]) < 0.03


def defect_probability(pmf):
    return float(np.sum(pmf[:len(H)] * fail_given_links))


p_x = link_pmf[:len(H)]
assert abs(p_x.sum() - 1) < 1e-10
mean_w = np.sum(p_x * H)
network_var = np.sum(p_x * V)
var_w = network_var + np.sum(p_x * (H - mean_w)**2)
p_photon = poisson.cdf(np.floor(critical / (g * q)), mu)
p_links = p_x[H > n / 2].sum()
p_full = defect_probability(link_pmf)
p_more_dose = defect_probability(link_distribution(1.5 * mu, yield_pmf, eta, phi))
p_shared = defect_probability(shared_pmf)

# Complete chain, event by event
trials = 30000
sim_x, sim_w = np.zeros(trials, int), np.zeros(trials, int)
for i in range(trials):
    photons = rng.poisson(mu)
    events = pool[rng.integers(0, len(pool), photons)].sum()
    reactive_flags = rng.random(n) < phi
    hit = reactive_flags[rng.integers(0, n, events)]
    sim_x[i] = np.count_nonzero(hit & (rng.random(events) < eta))
    sim_w[i] = count_unlinked(sim_x[i])
sim_defect = np.mean(sim_w > n / 2)
assert abs(sim_x.mean() / mean_links - 1) < 0.01
assert abs(sim_x.var() / var_links - 1) < 0.05
assert abs(sim_w.mean() / mean_w - 1) < 0.01
assert abs(sim_w.var() / var_w - 1) < 0.05
# five counting errors plus 5 percent for the normal conditional tail
assert abs(sim_defect - p_full) < 5 * np.sqrt(p_full / trials) + 0.05 * p_full
assert p_full > p_links > p_photon > np.exp(-mu) > 0
assert 0 < p_more_dose < p_full and 0 < p_shared < p_full


# Blur: noise and edge scatter
def local_noise(sigma):
    return np.sqrt((1 + s2 / g**2) / (4 * np.pi * sigma**2 * rho))


def edge_scatter(sigma):
    slope = (2 * np.pi * contrast / pitch
             * np.exp(-2 * np.pi**2 * sigma**2 / pitch**2))
    return local_noise(sigma) / slope


def simulate_edge(sigma, repeats=1200):
    grid = np.linspace(-2, 2, 9)
    half_x, half_y = 4 * sigma + 2, 4 * sigma
    crossings, centre = [], []
    for _ in range(repeats):
        number = rng.poisson(rho * (1 + contrast) * 4 * half_x * half_y)
        x = rng.uniform(-half_x, half_x, number)
        accept = (rng.random(number) * (1 + contrast)
                  < 1 + contrast * np.sin(2 * np.pi * x / pitch))
        x = x[accept]
        y = rng.uniform(-half_y, half_y, len(x))
        weight = pool[rng.integers(0, len(pool), len(x))]
        weight = weight * np.exp(-y**2 / (2 * sigma**2))
        kernel = np.exp(-(grid[:, None] - x)**2 / (2 * sigma**2))
        field = kernel @ weight / (2 * np.pi * sigma**2 * rho * g) - 1
        centre.append(field[4])
        j = int(np.argmax(field > 0))
        assert j > 0
        fraction = -field[j - 1] / (field[j] - field[j - 1])
        crossings.append(grid[j - 1] + fraction * (grid[j] - grid[j - 1]))
    return np.std(centre), np.std(crossings)


sigma_both = np.hypot(sigma_e, sigma_d)
sigma_wide = np.hypot(sigma_e, sigma_large)
edge_sim = []
for sigma in (sigma_e, sigma_both):
    noise_sim, scatter_sim = simulate_edge(sigma)
    assert abs(noise_sim / local_noise(sigma) - 1) < 0.10
    # sampling error plus the error of linearising the crossing
    assert abs(scatter_sim / edge_scatter(sigma) - 1) < 0.12
    edge_sim.append(scatter_sim)
best = minimize_scalar(edge_scatter, bounds=(1, 15), method="bounded").x
assert abs(best / (pitch / (2 * np.pi)) - 1) < 1e-4
assert edge_scatter(sigma_both) < edge_scatter(sigma_e) < edge_scatter(sigma_wide)

print(f"wavelength = {wavelength_m*1e9:.1f} nm; dose = {dose:.0f} J/m^2")
print(f"photon energy = {photon_energy:.4e} J = {photon_energy/const.e:.2f} eV")
print(f"absorption coefficient = {alpha*1000:.0f} per micrometre")
print(f"thickness = {thickness:.0f} nm; cell width = {width:.0f} nm")
print(f"absorbed fraction = {absorbed:.4f}")
print(f"absorbed photons per area = {rho:.3f} per nm^2")
print(f"mean photons in cell mu = {mu:.2f}")
print(f"clusters n = {n}; neighbour pairs B = {B}")
print(f"electron energy = {electron_energy} eV; threshold = {threshold} eV")
print(f"heat loss = {heat_loss} eV; ionisation probability = {p_ionise:.2f}")
print(f"yield per photon: mean g = {g:.4f}; variance s2 = {s2:.4f}")
print(f"simulated yield: mean = {pool.mean():.4f}; variance = {pool.var():.4f}")
print(f"eta = {eta:.2f}; phi = {phi:.2f}; mean success q = {q:.3f}")
print(f"links: mean = {mean_links:.2f}; standard deviation = {var_links**0.5:.2f}")
print(f"simulated links: mean = {sim_x.mean():.2f}; sd = {sim_x.std():.2f}")
for label, term in zip(("photon", "cascade yield", "event success",
                        "cluster variation"), terms):
    print(f"link variance, {label} = {term:.2f} ({100*term/var_links:.1f} %)")
print(f"total link variance = {var_links:.2f}")
print(f"unlinked clusters: mean = {mean_w:.2f}; sd = {var_w**0.5:.2f}")
print(f"simulated unlinked: mean = {sim_w.mean():.2f}; sd = {sim_w.std():.2f}")
print(f"unlinked variance: total = {var_w:.2f}; network = {network_var:.2f}")
print(f"network share of unlinked variance = {100*network_var/var_w:.1f} %")
print(f"critical link number = {critical}")
print(f"at critical number: mean W = {H[critical]:.2f}; sd = {V[critical]**0.5:.2f}")
print(f"defect fraction at critical number, simulated = {fixed_fail:.3f}")
print(f"defect fraction at critical number, formula = {fail_given_links[critical]:.3f}")
print(f"zero-photon probability = {np.exp(-mu):.2e}")
print(f"defect probability, photons only = {p_photon:.2e}")
print(f"defect probability, all link sources = {p_links:.2e}")
print(f"defect probability, with network = {p_full:.2e}")
print(f"defect probability, simulated = {sim_defect:.2e} ({trials} cells)")
print(f"defect probability at {1.5*dose:.0f} J/m^2 = {p_more_dose:.1e}")
cells_per_mm2 = 1e12 / width**2
print(f"cells in 1 mm^2 of exposed line = {cells_per_mm2:.2e}")
print(f"expected defects there at higher dose = {p_more_dose*cells_per_mm2:.1e}")
print(f"shared electrons: link variance = {shared_var:.2f}; mean = {shared_mean:.2f}")
print(f"shared electrons: defect probability = {p_shared:.1e}")
print(f"pitch = {pitch:.0f} nm; image contrast = {contrast:.2f}")
print(f"electron blur = {sigma_e:.1f} nm")
for diffusion, sigma in ((0.0, sigma_e), (sigma_d, sigma_both),
                         (sigma_large, sigma_wide)):
    print(f"diffusion {diffusion:.1f} nm: total blur = {sigma:.3f} nm; "
          f"noise = {100*local_noise(sigma):.2f} %; "
          f"edge scatter = {edge_scatter(sigma):.3f} nm")
print(f"simulated edge scatter, no diffusion = {edge_sim[0]:.3f} nm")
print(f"simulated edge scatter, {sigma_d:.1f} nm diffusion = {edge_sim[1]:.3f} nm")
print(f"blur with least edge scatter = {best:.3f} nm")
print("success")
```

Running it gives:

```
wavelength = 13.5 nm; dose = 300 J/m^2
photon energy = 1.4714e-17 J = 91.84 eV
absorption coefficient = 20 per micrometre
thickness = 20 nm; cell width = 3 nm
absorbed fraction = 0.3297
absorbed photons per area = 6.722 per nm^2
mean photons in cell mu = 60.49
clusters n = 180; neighbour pairs B = 540
electron energy = 80 eV; threshold = 10 eV
heat loss = 5 eV; ionisation probability = 0.50
yield per photon: mean g = 5.0950; variance s2 = 0.8811
simulated yield: mean = 5.0973; variance = 0.8832
eta = 0.40; phi = 0.80; mean success q = 0.320
links: mean = 98.63; standard deviation = 15.72
simulated links: mean = 98.58; sd = 15.73
link variance, photon = 160.81 (65.1 %)
link variance, cascade yield = 5.46 (2.2 %)
link variance, event success = 67.07 (27.1 %)
link variance, cluster variation = 13.70 (5.5 %)
total link variance = 247.03
unlinked clusters: mean = 54.35; sd = 12.15
simulated unlinked: mean = 54.38; sd = 12.15
unlinked variance: total = 147.61; network = 15.68
network share of unlinked variance = 10.6 %
critical link number = 58
at critical number: mean W = 90.73; sd = 3.42
defect fraction at critical number, simulated = 0.520
defect fraction at critical number, formula = 0.526
zero-photon probability = 5.34e-27
defect probability, photons only = 2.69e-04
defect probability, all link sources = 2.62e-03
defect probability, with network = 3.19e-03
defect probability, simulated = 3.00e-03 (30000 cells)
defect probability at 450 J/m^2 = 5.8e-08
cells in 1 mm^2 of exposed line = 1.11e+11
expected defects there at higher dose = 6.5e+03
shared electrons: link variance = 99.98; mean = 98.63
shared electrons: defect probability = 2.3e-05
pitch = 32 nm; image contrast = 0.80
electron blur = 2.0 nm
diffusion 0.0 nm: total blur = 2.000 nm; noise = 5.53 %; edge scatter = 0.380 nm
diffusion 5.0 nm: total blur = 5.385 nm; noise = 2.05 %; edge scatter = 0.229 nm
diffusion 12.0 nm: total blur = 12.166 nm; noise = 0.91 %; edge scatter = 1.004 nm
simulated edge scatter, no diffusion = 0.381 nm
simulated edge scatter, 5.0 nm diffusion = 0.228 nm
blur with least edge scatter = 5.093 nm
success
```
